**Geometric extrapolation of total energies and its limits**

For energies \(E_1,E_2,E_3\) at successive cutoffs, with steps \(d_1=E_2-E_1\), \(d_2=E_3-E_2\) and constant error ratio \(q=d_2/d_1\), the limit is \(E_\infty=E_3+d_2q/(1-q)\). For \(-10.0000\), \(-10.0300\) and \(-10.0375\) eV this gives \(-10.0400\) eV. The program asserts that the formula agrees with an explicit sum of later steps and with a root-finding fit. It also asserts the symbolic expression for the extrapolation error and compares the rounding formula with all corners of the input box. One-dimensional plane-wave Hamiltonians with smooth, cosine and delta potentials are diagonalized to test when the extrapolation helps. The output shows a large gain for the smooth potential, an overshoot for the cosine, and about half the error left for the delta potential at equal steps. For assumed cutoffs of 400, 500 and 600 eV, two other decay laws lower the limit by 0.70 and 1.57 meV.

## Check in Python

```python
# Result under test: if the error of a total energy shrinks by a constant
# factor q per cutoff step, then E_inf = E3 + d2*q/(1-q), where
# d1 = E2-E1, d2 = E3-E2 and q = d2/d1.
# For -10.0000, -10.0300, -10.0375 eV this gives -10.0400 eV.
# The assumption is examined on one-dimensional plane-wave Hamiltonians:
# N = largest plane-wave index, unit_energy = kinetic energy of index 1,
# v = strength of the Fourier coefficients of the potential.
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq


def extrapolate(e1, e2, e3):
    q = (e3 - e2) / (e2 - e1)
    return e3 + (e3 - e2) * q / (1 - q)


# The given energies
E1, E2, E3 = -10.0000, -10.0300, -10.0375   # eV
d1, d2 = E2 - E1, E3 - E2
q = d2 / d1
limit = extrapolate(E1, E2, E3)
next_energy = E3 + q * d2

# Explicit addition of the steps still to come
running, step = E3, d2
for _ in range(80):
    step *= q
    running += step
assert abs(running - limit) < 1e-11
assert abs(limit + 10.04) < 1e-10

# Error of the extrapolated value for arbitrary input errors
L, a, b, c = sp.symbols("L a b c")
identity = extrapolate(L + a, L + b, L + c) - L - (a*c - b**2)/(a - 2*b + c)
assert sp.simplify(identity) == 0

# Rounding of the inputs: formula against all corners of the input box
half_digit = 0.00005   # eV
amplification = ((1 + q) / (1 - q))**2
rounding = amplification * half_digit
corner_shift = max(
    abs(extrapolate(E1 + s[0]*half_digit, E2 + s[1]*half_digit,
                    E3 + s[2]*half_digit) - limit)
    for s in itertools.product((-1, 1), repeat=3))
assert abs(corner_shift / rounding - 1) < 0.05   # second-order terms remain
sensitivities = np.array([q**2, -2*q, 1]) / (1 - q)**2
small = 1e-6
for i in range(3):
    up, down = [E1, E2, E3], [E1, E2, E3]
    up[i] += small
    down[i] -= small
    slope = (extrapolate(*up) - extrapolate(*down)) / (2*small)
    assert abs(slope - sensitivities[i]) < 1e-5

# Other decay laws: error = A*exp(-k*x), x a function of the cutoff energy
cutoffs = np.array([400.0, 500.0, 600.0])   # eV


def fitted_limit(x):
    s1, s2 = x[1] - x[0], x[2] - x[1]

    def mismatch(k):
        return (np.exp(-k*s1)*(1 - np.exp(-k*s2))/(1 - np.exp(-k*s1))
                - d2/d1)
    span = x[2] - x[0]
    k = brentq(mismatch, 0.1/span, 20/span, xtol=1e-15, rtol=1e-13)
    amplitude = (E1 - E2) / (np.exp(-k*x[0]) - np.exp(-k*x[1]))
    return E1 - amplitude*np.exp(-k*x[0])


limit_linear = fitted_limit(cutoffs)
limit_root = fitted_limit(np.sqrt(cutoffs))
limit_power = fitted_limit(np.log(cutoffs))
assert abs(limit_linear - limit) < 1e-8
assert limit_power < limit_root < limit

# Plane-wave models
period = 0.5e-9   # m
unit_energy = (const.hbar*2*np.pi/period)**2 / (2*const.m_e) / const.e


def ground(N, coefficient):
    n = np.arange(-N, N + 1)
    H = coefficient(np.abs(n[:, None] - n[None, :])).astype(float)
    H += np.diag(unit_energy * n**2)
    return eigh(H, eigvals_only=True, subset_by_index=[0, 0])[0]


def study(Ns, coefficient, exact):
    energies = [ground(N, coefficient) for N in Ns]
    assert energies[0] > energies[1] > energies[2] > exact
    errors = np.array(energies) - exact
    return errors, extrapolate(*energies) - exact


v, decay = 3.0, 0.6
v_cos = 20.0


def smooth(m):
    return -v * decay**m


def cosine(m):
    return -v_cos * (m == 1)


def delta(m):
    return -v * np.ones(m.shape)


smooth_exact = ground(45, smooth)
err_s, left_s = study((6, 7, 8), smooth, smooth_exact)
ratio_a, ratio_b = err_s[1]/err_s[0], err_s[2]/err_s[1]
late = (ground(15, smooth) - smooth_exact)/(ground(14, smooth) - smooth_exact)
assert ratio_a < ratio_b < late < decay**2
assert 0 < left_s < 0.25*err_s[2]

err_c, left_c = study((2, 3, 4), cosine, ground(30, cosine))
assert err_c[2]/err_c[1] < err_c[1]/err_c[0]
assert left_c < 0

# Delta potential: limit from matching the wave function at the delta
kappa = brentq(lambda s: s*np.tanh(np.pi*s) - np.pi*v/unit_energy, 1e-6, 50,
               xtol=1e-14)
delta_exact = -unit_energy * kappa**2
err_e, left_e = study((40, 41, 42), delta, delta_exact)
err_d, left_d = study((40, 80, 160), delta, delta_exact)
assert 0.45 < left_e/err_e[2] < 0.60
assert abs(left_d/err_d[2]) < 0.10
assert abs(err_d[2]/err_d[1] - 0.5) < 0.03

phase_scale = 0.070   # eV per formula unit, rough size for hafnia phases

print(f"Input energies: {E1:.4f}, {E2:.4f}, {E3:.4f} eV")
print(f"First step d1: {1e3*d1:.2f} meV")
print(f"Second step d2: {1e3*d2:.2f} meV")
print(f"Ratio q: {q:.4f}")
print(f"Sum of steps still to come: {1e3*(limit-E3):.2f} meV")
print(f"Limiting energy: {limit:.4f} eV")
print("Errors of the three inputs: "
      + ", ".join(f"{1e3*(e-limit):.2f}" for e in (E1, E2, E3)) + " meV")
print(f"Predicted fourth energy: {next_energy:.6f} eV")
print(f"Error left at fourth cutoff: {1e3*(next_energy-limit):.3f} meV")
print("Sensitivities to E1, E2, E3: "
      + ", ".join(f"{s:.4f}" for s in sensitivities))
print(f"Input rounding, half last digit: {1e3*half_digit:.3f} meV")
print(f"Worst-case amplification: {amplification:.3f}")
print(f"Worst-case rounding, formula: {1e3*rounding:.3f} meV")
print(f"Worst-case rounding, corners: {1e3*corner_shift:.3f} meV")
print("Chosen cutoffs: " + ", ".join(f"{x:.0f}" for x in cutoffs) + " eV")
print(f"Limit, exponential in cutoff: {limit_linear:.4f} eV")
print(f"Limit, exponential in root of cutoff: {limit_root:.4f} eV")
print(f"Limit, power of cutoff: {limit_power:.4f} eV")
print(f"Shift, root law: {1e3*(limit_root-limit):.2f} meV")
print(f"Shift, power law: {1e3*(limit_power-limit):.2f} meV")
print(f"Rough hafnia phase difference: {1e3*phase_scale:.0f} meV per f.u.")
print(f"First input error / phase difference: {(E1-limit)/phase_scale:.2f}")
print(f"Third input error / phase difference: {(E3-limit)/phase_scale:.3f}")
print(f"Model period: {1e9*period:.2f} nm")
print(f"Model kinetic energy of index 1: {unit_energy:.3f} eV")
print(f"Smooth and delta strength v: {v:.1f} eV; decay factor: {decay:.2f}")
print(f"Smooth, N=6,7,8, error ratios: {ratio_a:.4f}, {ratio_b:.4f}")
print(f"Smooth, N=14,15, error ratio: {late:.4f}")
print(f"Smooth, square of decay factor: {decay**2:.4f}")
print(f"Smooth, last error: {1e3*err_s[2]:.3e} meV")
print(f"Smooth, error after extrapolation: {1e3*left_s:.3e} meV")
print(f"Cosine coefficient strength: {v_cos:.1f} eV")
print(f"Cosine, N=2,3,4, error ratios: {err_c[1]/err_c[0]:.4f}, "
      f"{err_c[2]/err_c[1]:.4f}")
print(f"Cosine, last error: {1e3*err_c[2]:.4f} meV")
print(f"Cosine, error after extrapolation: {1e3*left_c:.4f} meV")
print(f"Delta, limit from matching: {delta_exact:.5f} eV")
print(f"Delta, N=40,41,42, last error: {1e3*err_e[2]:.2f} meV")
print(f"Delta, N=40,41,42, fraction left: {left_e/err_e[2]:.3f}")
print(f"Delta, N=40,80,160, error ratios: {err_d[1]/err_d[0]:.4f}, "
      f"{err_d[2]/err_d[1]:.4f}")
print(f"Delta, N=40,80,160, last error: {1e3*err_d[2]:.2f} meV")
print(f"Delta, N=40,80,160, fraction left: {left_d/err_d[2]:.3f}")
print("finished without a failed check")
```

It prints:

```
Input energies: -10.0000, -10.0300, -10.0375 eV
First step d1: -30.00 meV
Second step d2: -7.50 meV
Ratio q: 0.2500
Sum of steps still to come: -2.50 meV
Limiting energy: -10.0400 eV
Errors of the three inputs: 40.00, 10.00, 2.50 meV
Predicted fourth energy: -10.039375 eV
Error left at fourth cutoff: 0.625 meV
Sensitivities to E1, E2, E3: 0.1111, -0.8889, 1.7778
Input rounding, half last digit: 0.050 meV
Worst-case amplification: 2.778
Worst-case rounding, formula: 0.139 meV
Worst-case rounding, corners: 0.140 meV
Chosen cutoffs: 400, 500, 600 eV
Limit, exponential in cutoff: -10.0400 eV
Limit, exponential in root of cutoff: -10.0407 eV
Limit, power of cutoff: -10.0416 eV
Shift, root law: -0.70 meV
Shift, power law: -1.57 meV
Rough hafnia phase difference: 70 meV per f.u.
First input error / phase difference: 0.57
Third input error / phase difference: 0.036
Model period: 0.50 nm
Model kinetic energy of index 1: 6.016 eV
Smooth and delta strength v: 3.0 eV; decay factor: 0.60
Smooth, N=6,7,8, error ratios: 0.2844, 0.2916
Smooth, N=14,15, error ratio: 0.3189
Smooth, square of decay factor: 0.3600
Smooth, last error: 2.239e-02 meV
Smooth, error after extrapolation: 1.065e-03 meV
Cosine coefficient strength: 20.0 eV
Cosine, N=2,3,4, error ratios: 0.0421, 0.0186
Cosine, last error: 0.2895 meV
Cosine, error after extrapolation: -0.3974 meV
Delta, limit from matching: -14.76698 eV
Delta, N=40,41,42, last error: 668.30 meV
Delta, N=40,41,42, fraction left: 0.511
Delta, N=40,80,160, error ratios: 0.5124, 0.5062
Delta, N=40,80,160, last error: 181.61 meV
Delta, N=40,80,160, fraction left: -0.052
finished without a failed check
```
